Image-force lowering of a Schottky barrier on a uniformly doped depletion layer, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a constant field to the fourth root

A calculation of the reverse current of a Schottky diode needs a barrier height at the metal contact. The practical decision is whether one fixed number will do, or whether the barrier must be reduced by an amount that changes with doping and bias. The current over the barrier contains the factor exp(−barrier/kT), so a reduction comparable with kT matters. For the oxide diode treated below, the reduction at zero bias multiplies the thermionic emission factor by about 5, if the prefactor is held fixed.

Two effects combine to give the reduction. An electron near a metal is attracted by the charge it induces on the metal surface, and the depletion layer pulls the same electron away from the metal. Together they turn the sharp edge of the barrier into a rounded maximum that lies lower.

**Conventions.** The metal fills x < 0 and an n-type semiconductor fills x > 0. Algebra is in atomic units: the electron charge is −1, ħ = 1, the free-electron mass is 1, and two unit charges a distance r apart in a medium of dielectric constant κ have the interaction energy ±1/(κr). Energies are electron energies, measured from the Fermi level of the metal. Φ_B0 is the conduction-band edge at the interface before the image attraction is included.

**The simplest case: attraction by the metal alone.** Put one electron at distance x from a plane, perfectly conducting metal. The metal surface must be an equipotential. A fictitious charge +1 at −x achieves this: every point of the plane is equally far from the electron and from the fictitious charge, so their potentials cancel there. In the region x > 0 the field of the induced surface charge is therefore that of the fictitious charge. The two are 2x apart, and the force on the electron is

f(x) = −1/[κ_i(2x)²] = −1/(4κ_i x²).

The minus sign means that the force points towards the metal. The symbol κ_i is the dielectric constant with which the semiconductor responds to this electron. It is kept separate from the static constant κ_s, because an electron that passes quickly may not give the lattice time to respond.

The potential energy U satisfies −dU/dx = f and vanishes far from the metal. Hence

U(x) = ∫ from ∞ to x of dx′/(4κ_i x′²) = −1/(4κ_i x).

Two fixed charges at the separation 2x would have the energy −1/(2κ_i x), which is twice as large. The difference arises because the induced charge is not fixed. It grows in proportion to the charge that induces it. If the electron is charged up gradually, with a fraction λ of its charge present, the induced potential is λ times its final value, and ∫λ dλ from 0 to 1 gives one half.

**Test of the image energy.** The same result follows without a fictitious charge. Let a unit charge sit at x₀ and resolve its potential into waves of wave number k along the surface. Each component g(x) obeys

g″ − k²g = −(4π/κ_i) δ(x − x₀).

Without a metal the solution is (2π/κ_i k) exp(−k|x − x₀|), whose slope jumps by −4π/κ_i at x₀, as required. With the metal, g must vanish at x = 0, which adds the term −(2π/κ_i k) exp[−k(x + x₀)]. At the position of the charge the metal therefore contributes −(2π/κ_i k) exp(−2kx₀). Summing over the two-dimensional wave vectors means integrating with the weight k dk/(2π):

induced potential = −(1/κ_i) ∫₀^∞ exp(−2kx₀) dk = −1/(2κ_i x₀).

The factor one half from the charging process gives −1/(4κ_i x₀) again. In a numerical test the equation for g was solved on a grid for x₀ = 1 and κ_i = 12, with and without the wall, and the difference was summed over k. Its ratio to the formula is 1.00000 in the output.

**Add a constant field.** Let the band edge fall linearly into the semiconductor with slope −F, where F > 0. The quantity F is the size of the force that pulls the electron away from the metal. The electric field itself points towards the metal, because the electron is negative. The electron energy is now

E(x) = Φ_B0 − Fx − 1/(4κ_i x).

Both added terms are negative, so the whole curve lies below Φ_B0. Close to the metal the image term dominates and E falls steeply towards the metal. Far away the linear term dominates and E falls into the semiconductor. Between them there is a maximum, found from

E′(x) = −F + 1/(4κ_i x²) = 0.

This says that the two forces balance. Solving for the positive root,

x_m = 1/[2√(κ_i F)].

The second derivative is −1/(2κ_i x³), which is negative for every x > 0, so the stationary point is a maximum. The lowering Δ is the distance of this maximum below Φ_B0:

Δ = Fx_m + 1/(4κ_i x_m).

The first term is F/[2√(κ_i F)] = ½√(F/κ_i). The second is 2√(κ_i F)/(4κ_i) = ½√(F/κ_i). The two are equal, and

Δ = 2Fx_m = √(F/κ_i).

**Limits of this stage.** When F tends to zero the maximum moves away to infinity and Δ vanishes. The image attraction alone does not lower the barrier seen by an electron that must travel deep into the semiconductor, since its energy there returns to Φ_B0. When κ_i becomes very large the image attraction is screened and Δ again vanishes. The lowering needs both ingredients, and at fixed F it varies as κ_i^(−1/2).

**Replace the constant field by a depletion layer.** Let the semiconductor contain ionized donors of charge +1 and uniform density N. Assume full depletion: no mobile electrons for 0 < x < W, and neutrality beyond W. Let v(x) be the mean electrostatic energy of an electron, measured from the conduction-band edge in the neutral bulk. The electrostatic potential φ obeys φ″ = −4πN/κ_s. An electron has the energy −φ up to a constant, so the sign reverses:

v″ = 4πN/κ_s for 0 < x < W.

The static constant belongs here because the donors do not move. At the edge of the neutral region both the energy and the field vanish, v(W) = 0 and v′(W) = 0. Integrating twice with these conditions gives

v(x) = (2πN/κ_s)(W − x)².

The band bending ψ is the value at the interface:

ψ = v(0) = 2πNW²/κ_s, so that W = √[κ_sψ/(2πN)].

The interface value of F is minus the slope of v at x = 0:

F = −v′(0) = 4πNW/κ_s = 2ψ/W.

The last form follows on dividing 4πNW/κ_s by ψ = 2πNW²/κ_s. The factor 2 reflects that the field falls linearly to zero across the layer, so its interface value is twice its mean value ψ/W. Squaring F and inserting W²,

F² = (4πN/κ_s)² · κ_sψ/(2πN) = 8πNψ/κ_s.

**Combine the two results.** If the maximum lies so close to the interface that F hardly changes between 0 and x_m, the constant-field result applies with this F. From Δ⁴ = F²/κ_i²,

Δ = [8πNψ/(κ_s κ_i²)]^(1/4).

This is the fourth-root law. One square root comes from the depletion layer, where F varies as √(Nψ). The other comes from the balance of forces at the maximum, where Δ varies as √F. Doping and band bending enter through their product. At fixed dielectric constants, a factor of 16 in Nψ is needed to double Δ.

For use in SI units, let ε_s and ε_i be the permittivities and q the elementary charge. With ψ and the lowering both in volts, the interface field is √(2qNψ/ε_s) and the lowering is √[q × field/(4πε_i)]. Raising the second expression to the fourth power and inserting the first gives

(lowering in volts)⁴ = q³Nψ/(8π²ε_sε_i²).

For ε_i = ε_s this has ε_s³ in the denominator.

**What ψ contains.** Far from the interface the conduction-band edge lies above the Fermi level of the semiconductor by (E_C − E_F)_bulk. A reverse bias V_R, expressed as an energy, pushes this Fermi level down relative to the metal. Therefore

ψ = Φ_B0 − (E_C − E_F)_bulk + V_R.

The lowering Δ is not subtracted from Φ_B0 in this formula. The depletion charge is set by the mean electrostatic potential, whereas the image term is the energy of one electron with the charge that it induces itself. It acts on the electron that crosses the barrier and does not change the potential in which the donors sit.

**Why the product appears.** Consider a density of positive charge ρ that varies with position. Multiply v″ = 4πρ/κ_s by v′ and integrate from the interface to the bulk, where v′ vanishes. The left side gives −F²/2, and the right side gives −(4π/κ_s)∫ρ dv with v running from 0 to ψ. Hence

F² = (8π/κ_s) ∫₀^ψ ρ dv.

For uniform doping the integral is Nψ. For another profile the fourth root acts on this integral and not on the doping at one chosen point, provided that F still changes little between the interface and x_m. A thin, heavily doped surface layer can violate this condition.

**Limit of a thin film.** Suppose the film thickness d is smaller than W and a second contact fixes v(d) = 0. The solution of v″ = 4πN/κ_s with v(0) = ψ is

v = ψ(1 − x/d) − (2πN/κ_s)x(d − x),

as two differentiations and the two end values confirm. Its slope at the interface gives

F = ψ/d + 2πNd/κ_s.

At d = W the two terms are both ψ/W, and their sum returns 2ψ/W. For very low doping the first term dominates, so Δ = √[ψ/(κ_i d)]. The band bending then enters as a square root and the doping drops out. The fourth-root law therefore applies to a film at least as thick as its own depletion width. In a thinner film F exceeds 2ψ/W by the factor ½(W/d + d/W), and the law fails gradually: the true lowering is larger by 3 % at d = 0.7W and by 35 % at d = 0.3W.

**Numbers for an oxide diode.** Take a high-work-function metal on an amorphous In-Ga-Zn-O film with rough typical parameters: N = 10¹⁷ cm⁻³, Φ_B0 = 0.9 eV, κ_s = 12, electron mass 0.34, thickness 200 nm and temperature 300 K. For the first estimate the lattice is assumed to follow the electron, so κ_i = κ_s.

The effective density of conduction-band states is N_c = 2(m kT/2π)^(3/2) = 4.975 × 10¹⁸ cm⁻³. The ratio N/N_c = 0.020 is small, so Boltzmann statistics apply in the bulk, with kT = 0.02585 eV:

(E_C − E_F)_bulk = kT ln(N_c/N) = 0.101 eV.

At zero bias ψ = 0.900 − 0.101 = 0.799 eV. To insert nm and eV into the atomic-unit formulas, each factor of squared charge is replaced by one hartree times one bohr, which is 1.440 eV nm. With N = 10⁻⁴ nm⁻³,

W = √[12 × 0.799/(2π × 1.440 × 10⁻⁴)] nm = 102.9 nm,

F = 2 × 0.799/102.9 eV/nm = 0.0155 eV/nm.

This corresponds to a field of 0.155 MV/cm. The barrier top and the lowering are

x_m = ½√[1.440/(12 × 0.0155)] nm = 1.39 nm (13.9 Å),

Δ = 2 × 0.0155 × 1.39 eV = 0.043 eV.

The condition x_m ≪ W is well satisfied, since W is about 74 times larger. The corresponding emission factor is exp(0.0432/0.02585) = 5.3.

At 1 V reverse bias ψ rises to 1.799 eV. With N and the dielectric constants held fixed, the law multiplies Δ by (1.799/0.799)^(1/4) = 1.225, which gives 0.053 eV. The depletion width becomes 154.5 nm, still less than the film thickness. Between the two biases the lowering grows by 0.0097 eV, and the emission factor grows by exp(0.0097/0.02585) = 1.46.

So a fixed barrier can absorb most of the lowering, but it misses this growth with bias. Whether the growth can be trusted depends on effects that the simple law leaves out.

## Part 2. Corrections, competing effects and the real contact

The symbols carried over are these. N is the donor density, ψ the band bending without the image term, W the depletion width, F = 2ψ/W the interface force, and κ_s and κ_i the dielectric constants of the space charge and of the image response. To leading order the barrier top lies at x_m = 1/[2√(κ_iF)], below Φ_B0 by Δ₀ = √(F/κ_i) = [8πNψ/(κ_sκ_i²)]^(1/4). For the oxide diode at zero bias with κ_i = 12, ψ = 0.799 eV, W = 102.9 nm, x_m = 1.39 nm and Δ₀ = 0.0432 eV.

**Let the field fall with distance.** The full depletion potential is v = ψ(1 − x/W)². Write s = x/W. The electron energy relative to Φ_B0 is

E − Φ_B0 = ψ[(1 − s)² − 1] − 1/(4κ_iWs) = −ψ h(s),

h(s) = 2s − s² + a/s, with a = 1/(4κ_iWψ).

A maximum of E is a minimum of h. Without the term −s², the condition 2 − a/s² = 0 gives s₀ = √(a/2). Since a = 2s₀², the value there is 2s₀ + 2s₀ = 4s₀. This is the constant-field result: F = 2ψ/W turns s₀W into x_m and 4s₀ψ into Δ₀.

Now include −s² as a small correction. It shifts the minimum slightly, but near a minimum a shift changes the value in second order only. The first-order change of h is thus −s₀² = −a/2. Multiplying by ψ,

Δ = Δ₀ − 1/(8κ_iW).

Relative to Δ₀ the reduction is s₀²/(4s₀) = s₀/4 = x_m/(4W). The sign is as expected: the field weakens away from the interface, so it pulls the top down less. For the example the reduction is 0.34 % of Δ₀.

**When the maximum disappears.** The exact condition for a stationary point of h is 2 − 2s − a/s² = 0, or

a = 2s²(1 − s).

The right side is largest at s = 2/3, where it equals 8/27. For a > 8/27 there is no stationary point, and the electron energy falls towards the metal throughout the layer. For a < 8/27 there are two. Using the condition for a, the second derivative of h is −2 + 2a/s³ = −2 + 4(1 − s)/s, which is positive for s < 2/3. The root nearer the metal is therefore the barrier top.

Since W varies as √ψ, a varies as ψ^(−3/2). For the example with κ_i = 12 the limit is reached at ψ = 0.009 eV. That is below kT, so the assumption of full depletion has already failed there.

The image attraction and the depletion field together give the fourth-root law, and the weakening of the field with distance reduces the lowering by only 0.34 % for the oxide diode at zero bias. Still to be examined are mobile electrons at the layer edge, the choice of image constant, random donors, tunnelling and the comparison with a real contact.
